# The Kitaev chain: Majorana form, Pfaffian invariant and end modes: test program

```python
"""Kitaev chain: Majorana form, Pfaffian invariant and end modes.

H = sum_j [-mu (n_j - 1/2) - t (c_j^+ c_{j+1} + h.c.)
           + delta (c_j c_{j+1} + h.c.)],  t > 0, delta real and nonzero.
Majoranas: a = c + c^+, b = -i (c - c^+);  H = (i/2) sum a_i M_ij b_j
         = (i/4) sum A_lm g_l g_m with order g = a1, b1, a2, b2, ...
Result under test: Q = sgn[Pf A(k=0) Pf A(k=pi)] = sgn(mu^2 - 4 t^2),
and an open chain has Majorana end modes exactly when Q = -1.
Energies are in units of t, lengths in lattice sites.
"""
import numpy as np


def fermion_operators(n):
    """Jordan-Wigner annihilation operators and the parity operator."""
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    string = np.diag([1.0, -1.0])
    ops = []
    for site in range(n):
        matrix = np.eye(1)
        for other in range(n):
            factor = (string if other < site else
                      lower if other == site else np.eye(2))
            matrix = np.kron(matrix, factor)
        ops.append(matrix)
    parity = np.eye(1)
    for _ in range(n):
        parity = np.kron(parity, string)
    return ops, parity


def many_body_hamiltonian(ops, mu, t, delta, closure):
    """closure: 0 open, +1 periodic ring, -1 antiperiodic ring."""
    n = len(ops)
    identity = np.eye(ops[0].shape[0])
    h = sum(-mu * (c.T @ c - 0.5 * identity) for c in ops)
    bonds = [(j, j + 1, 1) for j in range(n - 1)] + [(n - 1, 0, closure)]
    for i, j, sign in bonds:
        hop = ops[i].T @ ops[j]
        pair = ops[i] @ ops[j]
        h = h + sign * (-t * (hop + hop.T) + delta * (pair + pair.T))
    return h


def majoranas(ops):
    result = []
    for c in ops:
        result += [c + c.T, -1j * (c - c.T)]
    return result


def extract_majorana_matrix(h, gammas):
    """Project the many-body operator on products of two Majoranas."""
    size, dim = len(gammas), h.shape[0]
    matrix = np.zeros((size, size))
    for l in range(size):
        for m in range(size):
            if l != m:
                trace = np.sum((h @ gammas[m]) * gammas[l].T)
                matrix[l, m] = (-2j * trace / dim).real
    return matrix


def pfaffian(matrix):
    """Expansion along the first row."""
    if matrix.shape[0] == 0:
        return 1.0
    total = 0.0
    for j in range(1, matrix.shape[0]):
        if abs(matrix[0, j]) > 1e-12:
            keep = [i for i in range(1, matrix.shape[0]) if i != j]
            minor = matrix[np.ix_(keep, keep)]
            total += (-1) ** (j - 1) * matrix[0, j] * pfaffian(minor)
    return total


def coupling_matrix(n, mu, t, delta, closure):
    """Derived matrix M of H = (i/2) sum a_i M_ij b_j."""
    m = -mu * np.eye(n)
    for j in range(n - 1):
        m[j, j + 1] = delta - t
        m[j + 1, j] = -(delta + t)
    m[n - 1, 0] += closure * (delta - t)
    m[0, n - 1] += -closure * (delta + t)
    return m


def bloch_f(k, mu, t, delta):
    return -(mu + 2 * t * np.cos(k)) + 2j * delta * np.sin(k)


def invariant(mu, t, delta):
    product = bloch_f(0.0, mu, t, delta) * bloch_f(np.pi, mu, t, delta)
    return int(np.sign(product.real))


def end_mode(count, mu, t, delta):
    """Derived amplitudes u_1 ... u_count from the two roots."""
    x1, x2 = np.roots([t + delta, mu, t - delta]).astype(complex)
    j = np.arange(1, count + 1)
    return ((x1 ** j - x2 ** j) / (x1 - x2)).real


def open_chain_bdg(n, mu, t, delta):
    """Bogoliubov-de Gennes matrix in the basis (c, c^+)."""
    shift = np.eye(n, k=1)
    h = -mu * np.eye(n) - t * (shift + shift.T)
    pairing = delta * (shift.T - shift)
    return np.block([[h, pairing], [pairing.T, -h]])


t, delta, mu_top, mu_triv = 1.0, 0.4, 0.8, 2.5
print(f"t = {t:.1f}, delta = {delta:.1f} (energies in units of t)")

# Many-body checks of the Majorana form, spectrum, Pfaffian and parity.
ring_parity = {}
bloch_pfaffians = {}
for n in (5, 6):
    ops, parity = fermion_operators(n)
    gammas = majoranas(ops)
    for mu in (mu_top, -mu_top, mu_triv, -mu_triv):
        for closure in (1, -1):
            h = many_body_hamiltonian(ops, mu, t, delta, closure)
            A = extract_majorana_matrix(h, gammas)
            rebuilt = 0.25j * sum(
                A[l, m] * gammas[l] @ gammas[m]
                for l in range(2 * n) for m in range(2 * n)
                if abs(A[l, m]) > 1e-12)
            assert np.allclose(h, rebuilt, atol=1e-11)
            M = coupling_matrix(n, mu, t, delta, closure)
            assert np.allclose(A[0::2, 1::2], M, atol=1e-11)
            assert np.allclose(A[0::2, 0::2], 0, atol=1e-11)
            assert np.allclose(A[1::2, 1::2], 0, atol=1e-11)

            offset = 0.0 if closure == 1 else np.pi
            k = (2 * np.pi * np.arange(n) + offset) / n
            f = bloch_f(k, mu, t, delta)
            energy, states = np.linalg.eigh(h)
            assert abs(energy[0] + 0.5 * np.sum(abs(f))) < 1e-10
            assert abs(energy[1] - energy[0] - np.min(abs(f))) < 1e-10
            pf = pfaffian(A)
            assert abs(pf - np.prod(f)) < 1e-9 * max(1.0, abs(pf))
            ground_parity = states[:, 0] @ parity @ states[:, 0]
            assert abs(ground_parity - np.sign(pf)) < 1e-9
            ring_parity[n, mu, closure] = int(round(ground_parity))

            if closure == 1:
                for momentum in (0.0, np.pi):
                    # distance to the nearest image of each cell
                    r = (np.arange(n) + n // 2) % n - n // 2
                    phase = np.exp(1j * momentum * r)
                    block = sum(phase[c] * A[0:2, 2 * c:2 * c + 2]
                                for c in range(n))
                    assert np.allclose(block, -block.T, atol=1e-11)
                    assert np.allclose(block.imag, 0, atol=1e-11)
                    expected = bloch_f(momentum, mu, t, delta).real
                    value = pfaffian(block.real)
                    assert abs(value - expected) < 1e-10
                    bloch_pfaffians[mu, momentum] = value
        both = ring_parity[n, mu, 1] * ring_parity[n, mu, -1]
        assert both == invariant(mu, t, delta)
        assert both == np.sign(mu ** 2 - 4 * t ** 2)
        if n == 6:
            assert ring_parity[n, mu, -1] == 1

k_grid = np.linspace(0, np.pi, 200001)
for mu in (mu_top, mu_triv):
    gap = np.min(abs(bloch_f(k_grid, mu, t, delta)))
    print(f"mu = {mu:.1f}: Pf A(0) = {bloch_pfaffians[mu, 0.0]:.2f}, "
          f"Pf A(pi) = {bloch_pfaffians[mu, np.pi]:.2f}, "
          f"Q = {invariant(mu, t, delta):+d}")
    print(f"  bulk gap min E(k) = {gap:.4f} t")
    for n in (5, 6):
        print(f"  ring N = {n}: ground parity periodic "
              f"{ring_parity[n, mu, 1]:+d}, antiperiodic "
              f"{ring_parity[n, mu, -1]:+d}")

# Open chain: commutator of the end operator, Pfaffian and parity.
for n in (5, 6):
    ops, parity = fermion_operators(n)
    gammas = majoranas(ops)
    h = many_body_hamiltonian(ops, mu_top, t, delta, 0)
    u = end_mode(n + 1, mu_top, t, delta)
    end_operator = sum(u[j] * gammas[2 * j] for j in range(n))
    commutator = h @ end_operator - end_operator @ h
    residual = -1j * (t + delta) * u[n] * gammas[2 * n - 1]
    assert np.allclose(commutator, residual, atol=1e-11)
    pf_open = pfaffian(extract_majorana_matrix(h, gammas))
    assert abs(pf_open - (t + delta) ** n * u[n]) < 1e-10
    ground = np.linalg.eigh(h)[1][:, 0]
    open_parity = ground @ parity @ ground
    assert abs(open_parity - np.sign(pf_open)) < 1e-9
    print(f"open N = {n}: Pf A = {pf_open:.4f} t^{n}, "
          f"ground parity {int(round(open_parity)):+d}")

# Long open chains: end modes, root count and invariant go together.
scan_cases = 0
for d in (0.2, 0.5, 1.0, 1.3, -0.5):
    for mu in (-2.5, -2.2, -1.8, -0.7, 0.0, 0.7, 1.8, 2.2, 2.5):
        levels = np.linalg.eigvalsh(open_chain_bdg(120, mu, t, d))
        near_zero = int(np.sum(abs(levels) < 1e-3))
        inside = int(np.sum(abs(np.roots([t + d, mu, t - d])) < 1))
        if invariant(mu, t, d) == -1:
            assert abs(mu) < 2 * t and near_zero == 2
            assert inside == (2 if d > 0 else 0)
        else:
            assert abs(mu) > 2 * t and near_zero == 0
            assert inside == 1
            assert np.min(abs(levels)) >= abs(mu) - 2 * t - 1e-11
        scan_cases += 1
print(f"open-chain scan, N = 120: {scan_cases} parameter sets agree")

# Worked example: roots, profile and splitting of the end modes.
roots = np.roots([t + delta, mu_top, t - delta])
radius = np.max(abs(roots))
print(f"roots x = {roots[0].real:.4f} +/- {abs(roots[0].imag):.4f} i, "
      f"|x| = {radius:.4f}")
print(f"amplitude decay length = {-1 / np.log(radius):.3f} sites")
gap_top = np.min(abs(bloch_f(k_grid, mu_top, t, delta)))
for n in (10, 20, 30):
    levels, vectors = np.linalg.eigh(open_chain_bdg(n, mu_top, t, delta))
    u = end_mode(n + 1, mu_top, t, delta)
    norm2 = np.sum(u[:n] ** 2)
    estimate = (t + delta) * abs(u[n]) / norm2
    exact = levels[n]
    # neglected terms are second order in the end residual
    allowed = 2 * estimate ** 2 * norm2 / gap_top + 1e-13
    assert abs(exact - estimate) < allowed
    print(f"N = {n}: E0 exact = {exact:.5e} t, "
          f"estimate = {estimate:.5e} t, next level = "
          f"{levels[n + 1]:.4f} t")

# The last diagonalization (N = 30) also gives the mode profiles.
p, q = vectors[:n, n], vectors[n:, n]
left, right = p + q, p - q
left = left * np.sign(left[0])
right = right * np.sign(right[-1])
profile = u[:n] / np.sqrt(norm2)
assert np.allclose(left, profile, atol=1e-4)
assert np.allclose(right, profile[::-1], atol=1e-4)
print("normalized left a-mode, N = 30 (site: numerical, formula)")
for j in range(6):
    print(f"  {j + 1}: {left[j]:+.5f}, {profile[j]:+.5f}")
print(f"weight of left mode on sites 1-6 = {np.sum(left[:6]**2):.5f}")

# Isolated exact zero of the splitting in a finite chain.
n = 20
for m in range(1, n + 1):
    mu_zero = (-2 * np.sqrt(t ** 2 - delta ** 2)
               * np.cos(np.pi * m / (n + 1)))
    levels = np.linalg.eigvalsh(open_chain_bdg(n, mu_zero, t, delta))
    assert np.min(abs(levels)) < 1e-12
    if m == 14:
        print(f"N = {n}, m = {m}: exact zero at mu = {mu_zero:.5f} t, "
              f"|E0| below 1e-12 t: {np.min(abs(levels)) < 1e-12}")

levels = np.linalg.eigvalsh(open_chain_bdg(n, mu_triv, t, delta))
lowest = np.min(abs(levels))
bound = mu_triv - 2 * t
assert lowest >= bound
print(f"mu = {mu_triv:.1f}, N = {n}: lowest E = {lowest:.4f} t, "
      f"bound |mu| - 2t = {bound:.4f} t")

print("done: every assertion held")
```

Running it gives:

```
t = 1.0, delta = 0.4 (energies in units of t)
mu = 0.8: Pf A(0) = -2.80, Pf A(pi) = 1.20, Q = -1
  bulk gap min E(k) = 0.7198 t
  ring N = 5: ground parity periodic -1, antiperiodic +1
  ring N = 6: ground parity periodic -1, antiperiodic +1
mu = 2.5: Pf A(0) = -4.50, Pf A(pi) = -0.50, Q = +1
  bulk gap min E(k) = 0.5000 t
  ring N = 5: ground parity periodic -1, antiperiodic -1
  ring N = 6: ground parity periodic +1, antiperiodic +1
open N = 5: Pf A = -0.3008 t^5, ground parity -1
open N = 6: Pf A = 0.6586 t^6, ground parity +1
open-chain scan, N = 120: 45 parameter sets agree
roots x = -0.2857 +/- 0.5890 i, |x| = 0.6547
amplitude decay length = 2.360 sites
N = 10: E0 exact = 3.90067e-03 t, estimate = 3.90030e-03 t, next level = 0.8172 t
N = 20: E0 exact = 2.22648e-04 t, estimate = 2.22648e-04 t, next level = 0.7550 t
N = 30: E0 exact = 4.38918e-07 t, estimate = 4.38918e-07 t, next level = 0.7355 t
normalized left a-mode, N = 30 (site: numerical, formula)
  1: +0.82808, +0.82808
  2: -0.47319, -0.47319
  3: -0.08450, -0.08450
  4: +0.25108, +0.25108
  5: -0.10726, -0.10726
  6: -0.04631, -0.04631
weight of left mode on sites 1-6 = 0.99345
N = 20, m = 14: exact zero at mu = 0.91652 t, |E0| below 1e-12 t: True
mu = 2.5, N = 20: lowest E = 0.5326 t, bound |mu| - 2t = 0.5000 t
done: every assertion held
```
